# The Lekner series for a periodic chain and its near-axis convergence

**Q:** Put unit charges at $z=nL$ on a straight axis, for all integers $n$. The potential at distance $\rho$ from the axis is a sum over images that falls off as $1/|n|$. It diverges. What is there to derive?

**A:** In atomic units, write $h(u)=1/\sqrt{\rho^2+u^2}$ with $\rho>0$, and cut the sum symmetrically. The divergence is a constant, the same at every point, so it can be removed once and for all:
$$G(\rho,z)=\lim_{N\to\infty}\Big[\sum_{n=-N}^{N}h(z-nL)-\frac2L\ln(2N+1)\Big].$$
The subtracted number fixes a zero of potential. Whether that choice can affect an energy has to be settled separately.

**Q:** First show that the limit exists. Why that particular logarithm?

**A:** Subtract from each image its average over the cell $|z|\le L/2$,
$$a_n=\frac1L\int_{-L/2}^{L/2}h(z'-nL)\,dz',\qquad F(z)=\sum_n\,[h(z-nL)-a_n].$$
Since $|h'(u)|=|u|/(\rho^2+u^2)^{3/2}\le1/u^2$, and $|z-nL|\ge(|n|-\tfrac12)L$ in the cell, the mean value theorem gives, for $n\neq0$,
$$|h(z-nL)-a_n|\le\frac{1}{L(|n|-\frac12)^2}.$$
The series for $F$ therefore converges uniformly. So does the series of derivatives, by the same bound on $h'$, and $F$ is continuously differentiable.

The averages add up to one integral, because the shifted cells join end to end:
$$\sum_{n=-N}^{N}a_n=\frac1L\int_{-(N+\frac12)L}^{(N+\frac12)L}\frac{du}{\sqrt{\rho^2+u^2}}=\frac2L\,\mathrm{arsinh}\frac{(N+\frac12)L}{\rho}.$$
For large $v$, $\mathrm{arsinh}\,v=\ln(v+\sqrt{v^2+1})\to\ln 2v$, so this sum approaches $(2/L)[\ln(2N+1)-\ln(\rho/L)]$. The first part is what the definition removes. What remains is
$$G(\rho,z)=-\frac2L\ln\frac{\rho}{L}+F(z).$$

**Q:** You have pulled a logarithm out by subtracting averages. Is it physics or bookkeeping?

**A:** Each term of $F$ has zero mean over the cell, so $F$ has zero mean, and the logarithm is the average of $G$ along $z$. Averaging smears the charges into a uniform line of density $\lambda=1/L$. Gauss's law for such a line reads $2\pi\rho E=4\pi\lambda$, so $E=2\lambda/\rho$ and the potential is $-2\lambda\ln\rho$ plus a constant. With $\lambda=1/L$ this is the term found. Only the length that divides $\rho$ inside the logarithm is conventional. A numerical average of the image sum over one period was tested against this term.

**Q:** And $F$, which must contain the discreteness of the charges?

**A:** $F$ is periodic. Moving $z$ by $L$ changes the cut sum by $h(z+(N+1)L)-h(z-NL)$, which vanishes as $N\to\infty$. It therefore has a Fourier series, with $k=2\pi m/L$ and
$$c_m=\frac1L\int_{-L/2}^{L/2}F(z)\,e^{-ikz}dz .$$
For $m\ne0$ the constants $a_n$ integrate to zero. In the $n$th term put $u=z-nL$; then $e^{-iknL}=1$, and the cells again cover the whole line:
$$c_m=\frac1L\int_{-\infty}^{\infty}\frac{\cos ku}{\sqrt{\rho^2+u^2}}\,du .$$
The sine part is odd and drops out. Now use
$$\frac1r=\frac1{\sqrt\pi}\int_0^\infty\frac{ds}{\sqrt s}\,e^{-sr^2},$$
which is $\Gamma(\frac12)=\sqrt\pi$ after the substitution $t=sr^2$. The $u$ integral is Gaussian, $\int e^{-su^2}\cos ku\,du=\sqrt{\pi/s}\;e^{-k^2/4s}$, so
$$\int_{-\infty}^{\infty}\frac{\cos ku}{\sqrt{\rho^2+u^2}}du=\int_0^\infty\frac{ds}{s}\,e^{-s\rho^2-k^2/4s}.$$

**Q:** You exchanged two integrals, and the one over $u$ converges only by oscillation.

**A:** Insert a factor $e^{-\eta u^2}$ with $\eta>0$; the exchange is then allowed. On the left, the tail beyond $u=Z$ is at most $2h(Z)/k$ for every $\eta$, because a positive decreasing function multiplies the cosine, so the limit $\eta\to0$ is safe. On the right, the integrand becomes
$$s^{-1/2}e^{-s\rho^2}\,(s+\eta)^{-1/2}e^{-k^2/4(s+\eta)}.$$
The last two factors together are bounded and the first two are integrable, so the limit may be taken there too.

For $k>0$, substitute $s=(k/2\rho)e^t$. Then $ds/s=dt$, and the exponent is $-\frac{k\rho}{2}(e^t+e^{-t})=-k\rho\cosh t$. With $K_0(y)=\int_0^\infty e^{-y\cosh t}dt$, the integral over all $t$ is $2K_0(k\rho)$. Hence $c_m=(2/L)K_0(k\rho)$, and the equal coefficients of $m$ and $-m$ combine to
$$\boxed{G=-\frac2L\ln\frac\rho L+\frac4L\sum_{m=1}^{\infty}K_0\!\Big(\frac{2\pi m\rho}{L}\Big)\cos\frac{2\pi mz}{L}}$$
This is the Lekner series. It was tested against the image sum at sixteen points; the largest difference was $5\times10^{-11}$ eV for unit charges.

**Q:** Its zero of potential is still arbitrary. How can it give an energy?

**A:** Through neutrality. A charge also interacts with its own images. With $H_N=\sum_{n=1}^N1/n\to\ln N+\gamma$, the regularised self term is
$$G_{\rm self}=\lim_{N\to\infty}\frac2L[H_N-\ln(2N+1)]=\frac2L(\gamma-\ln2).$$
The energy per cell is
$$U=\sum_{i<j}q_iq_jG(\rho_{ij},z_{ij})+\frac12\sum_iq_i^2\,G_{\rm self}.$$
Add a constant $c$ to both $G$ and $G_{\rm self}$. The change is $c\,[\sum_{i<j}q_iq_j+\frac12\sum_iq_i^2]=cQ^2/2$, where $Q$ is the total charge of the cell. It vanishes for $Q=0$, and the divergent $(2/L)\ln(2N+1)$ cancels in the same way. For a charged cell the energy keeps an arbitrary constant. The terms $-(2/L)q_iq_j\ln\rho_{ij}$ do not cancel in general, since the distances differ.

A cell with charges $2,-1,-1$ at three different lateral positions gave $-29.146775$ eV both from the bare image sum and from the series.

**Q:** Give me a case simple enough to follow by hand.

**A:** Take a model chain of rigid point charges, $+1$ and $-1$ in each cell, with $L=4$ Å. The two are 2 Å apart along the axis, and the negative ones are displaced sideways by $\rho$. There is no short-range repulsion, so this is an electrostatic energy and says nothing about the equilibrium shape. With $q_1q_2=-1$,
$$U=G_{\rm self}-G(\rho,L/2).$$
To convert, multiply by $e^2/4\pi\varepsilon_0=14.3996$ eV Å. At $\rho=0.5$ Å the line term is $14.9716$ eV and the Bessel sum $-6.2784$ eV, so $G=8.6932$ eV. With $G_{\rm self}=-0.8347$ eV, $U=-0.8347-8.6932=-9.5279$ eV.

At $\rho=L$ the logarithm is zero and the whole Bessel sum is only $-0.013$ eV. Since $K_0(y)\approx\sqrt{\pi/2y}\,e^{-y}$ for large $y$, the discreteness of the charges fades as $e^{-2\pi\rho/L}/\sqrt\rho$, and faster still at $z=\pm L/4$, where the $m=1$ cosine vanishes.

**Q:** Exponential decay in $m$ as well. Why would anyone call this series slow?

**A:** The decay is in the product $mx$, with $x=2\pi\rho/L$. Close to the axis $x$ is small, and $m$ must reach several times $1/x$ before the exponential acts.

**Q:** That shows the terms stay large. The cosines change sign, and cancellation might make the partial sums settle early.

**A:** It cannot remove the $1/\rho$ growth. Let $G_M$ be the series cut after $M$ Bessel terms, $R_M=G-G_M$, and $M_\varepsilon$ the smallest count from which every $|R_M|\le\varepsilon$. An accidental early zero of the error does not count as convergence. Write $\theta=2\pi z/L$. For every $m\ge M_\varepsilon+1$,
$$\frac4LK_0(mx)|\cos m\theta|=|R_{m-1}-R_m|\le2\varepsilon.$$
Apply this to $m=M_\varepsilon+1$ and to $2m$. At least one of the two cosines has modulus $\frac12$ or more: if $|\cos a|<\frac12$, then $\cos2a=2\cos^2a-1<-\frac12$. As $K_0$ decreases, its value at either index is at least $K_0(2mx)$. Therefore $(4/L)\cdot\frac12K_0(2mx)\le2\varepsilon$, or
$$K_0\big(2(M_\varepsilon+1)x\big)\le\varepsilon L .$$
Let $X(y)$ be the solution of $K_0(X)=y$. Then
$$M_\varepsilon+1\ \ge\ \frac{X(\varepsilon L)}{2x}=\frac{L\,X(\varepsilon L)}{4\pi\rho}.$$
This holds for every $z$. At fixed absolute tolerance, the count grows at least as $1/\rho$.

**Q:** Could it grow faster still?

**A:** Not at a fixed $z$ away from the charges. Set $\theta$ not a multiple of $2\pi$. From
$$2\sin\tfrac\theta2\cos m\theta=\sin(m+\tfrac12)\theta-\sin(m-\tfrac12)\theta$$
the sums $A_j=\sum_{m=M+1}^{j}\cos m\theta$ telescope, and $|A_j|\le1/|\sin(\theta/2)|$. Replace $\cos m\theta$ by $A_m-A_{m-1}$, with $A_M=0$, and regroup:
$$\sum_{m>M}K_0(mx)\cos m\theta=\sum_{m>M}A_m\,[K_0(mx)-K_0((m+1)x)].$$
The end term vanishes because $K_0$ does. The brackets are positive and add up to $K_0((M+1)x)$, so
$$|R_M|\le\frac{4}{L}\,\frac{K_0((M+1)x)}{|\sin(\theta/2)|}.$$
The error is thus below $\varepsilon$ once $(M+1)x\ge X(\varepsilon L|\sin(\theta/2)|/4)$, a number independent of $\rho$. With the lower bound, $M_\varepsilon$ is of order $1/\rho$. Both bounds were tested at several positions and distances.

**Q:** Bounds can be loose. What count should I expect in your chain?

**A:** Midway between charges $\theta=\pi$, and the tail alternates in sign. Put $f(m)=K_0(mx)$. When $f$ changes little from one index to the next, $f(m)\approx\frac12[f(m-\frac12)+f(m+\frac12)]$. In the alternating sum the halves cancel in pairs, except the first:
$$\Big|\sum_{m>M}(-1)^mf(m)\Big|\approx\tfrac12f(M+\tfrac12).$$
So $|R_M|\approx(2/L)K_0((M+\frac12)x)$, and
$$M_\varepsilon\approx\frac{L}{2\pi\rho}X\!\Big(\frac{\varepsilon L}{2}\Big)-\frac12 .$$
For a tolerance of $10^{-6}$ eV, $X=14.6644$. At $\rho=0.01$ Å the estimate is $4\times14.6644/(2\pi\times0.01)-0.5=933.06$, and the count found is 934, the next integer. At 0.1 Å it is 93. At 2 Å the estimate is 4.17 while four terms suffice: there $x=\pi$, and the assumption of slow change has failed.

**Q:** Something is still wrong. As $\rho\to0$ the logarithm diverges, and so does every $K_0$. Yet midway between two charges the potential on the axis must be finite.

**A:** The full series has a finite limit there, but a truncated one in general does not. For fixed $m$ and small $x$, $K_0(mx)=-\ln(mx/2)-\gamma$ plus terms that vanish. Collect the factors of $\ln\rho$ at fixed $M$:
$$G_M=-\frac2L\,D_M(\theta)\ln\rho+O(1),\qquad D_M=1+2\sum_{m=1}^{M}\cos m\theta .$$
The telescoping identity above gives, off the charges,
$$D_M=\frac{\sin(M+\frac12)\theta}{\sin(\theta/2)} .$$
Truncation has replaced the point charges by a continuous line charge of density $D_M/L$, and a point on the axis then lies on that charge. Unless $D_M$ happens to vanish there, the error diverges logarithmically.

Midway, $D_M=(-1)^M$. With ten terms the error $G_M-G$ is $1.1\times10^{-7}$ eV at 1 Å, but $1.26$ eV at 0.1 Å and $13.9$ eV at 0.01 Å. The predicted growth per decade is $(2/L)\ln10$, or $16.578$ eV; between $10^{-3}$ and $10^{-4}$ Å the error rises by $46.959-30.383=16.576$ eV. In the converged sum the two logarithms cancel: at 0.01 Å, $G=43.137-33.991=9.146$ eV. That subtraction costs less than one decimal digit. The alternating Bessel terms also cancel among themselves: their moduli add to about $1/\rho$, some 150 times $G$ at 0.01 Å, so about two digits can be lost in all. In double precision the main burden there is still the number of terms, not rounding.

**Q:** What happens directly beside a charge, at $z=0$, where your upper bound is useless?

**A:** All cosines are 1, so nothing cancels. Comparing the decreasing terms with an integral gives
$$\frac{4}{Lx}\int_{(M+1)x}^\infty K_0(t)\,dt\le R_M\le\frac{4}{Lx}\int_{Mx}^\infty K_0(t)\,dt .$$
Integrating the definition of $K_0$ over its argument gives $\int_0^\infty K_0(y)\,dy=\int_0^\infty dt/\cosh t=\pi/2$. At fixed $M$ and $\rho\to0$ both bounds therefore approach $(4/Lx)(\pi/2)=1/\rho$ in ratio. The truncated series misses the leading Coulomb singularity: with ten terms at $10^{-5}$ Å, $\rho R_M=0.999$.

At fixed absolute tolerance the integral must fall to about $\varepsilon Lx/4$, which itself shrinks with $\rho$. As the integral decays essentially as $e^{-Mx}$, $Mx$ must grow like $\ln(1/\varepsilon Lx)$, and the count grows somewhat faster than $1/\rho$. The counts are 109 at 0.1 Å and 1232 at 0.01 Å, a factor of 11.3. If the tolerance is instead a fixed fraction $\delta$ of $1/\rho$, the condition becomes $\int_{Mx}^\infty K_0\,dt\approx\pi\delta/2$. Then $Mx$ is constant, and the growth is again as $1/\rho$.

**Q:** Is the slowness then a property of the potential near the axis?

**A:** It belongs to the representation. Keep the nearest charge explicitly and expand the others in $\rho$. Let $\zeta=z/L$ with $|\zeta|\le\frac12$, and $r=\sqrt{\rho^2+z^2}$. The other images lie at axial distances $d=(n\mp\zeta)L$, $n\ge1$, and for $\rho<d$
$$\frac{1}{\sqrt{\rho^2+d^2}}=\sum_{j=0}^{\infty}\binom{-1/2}{j}\frac{\rho^{2j}}{d^{2j+1}} .$$
The smallest $d$ is $L-|z|$, so the condition is $\rho<L-|z|$.

For $j=0$ use the digamma function, $\psi(a+1)=\psi(a)+1/a$ with $\psi(a)\to\ln a$ at large $a$:
$$\sum_{n=1}^{N}\Big[\frac1{n-\zeta}+\frac1{n+\zeta}\Big]\to2\ln N-\psi(1-\zeta)-\psi(1+\zeta).$$
Subtracting $2\ln(2N+1)$ leaves $-2\ln2$ in place of $2\ln N$. For $j\ge1$ the sums converge to Hurwitz zeta functions, $\zeta_H(s,a)=\sum_{n\ge0}(n+a)^{-s}$. Thus
$$G=\frac1r-\frac1L[\psi(1+\zeta)+\psi(1-\zeta)+2\ln2]+\frac1L\sum_{j\ge1}\binom{-1/2}{j}\Big(\frac\rho L\Big)^{2j}Z_j,$$
$$Z_j=\zeta_H(2j+1,1+\zeta)+\zeta_H(2j+1,1-\zeta).$$
For $z\ne0$ and $\rho<|z|$ the term $1/r$ can be expanded in the same way, so near the axis $G$ is a power series in $\rho^2$, with no logarithm. With $1/r$ kept explicit, the sum over $j$ midway needs, for the same tolerance, powers up to $j=9$ at 1 Å, $j=2$ at 0.1 Å and $j=1$ at 0.01 Å. The Lekner series needs 9, 93 and 934 terms. The two are complementary, and a calculation can switch between them at a moderate $\rho/L$.

**Q:** Does it reproduce the straight chain?

**A:** Set $\rho=0$, $z=L/2$, so $1/r=2/L$. The digamma values follow from
$$\psi(\tfrac12)-\psi(1)=\sum_{n\ge0}\Big[\frac1{n+1}-\frac1{n+\frac12}\Big]=-2\ln2,$$
with $\psi(1)=-\gamma$ and $\psi(\frac32)=\psi(\frac12)+2$. The bracket in $G$ is then $2-2\gamma-4\ln2+2\ln2$, so $G=(2/L)(\gamma+\ln2)$ and
$$U=\frac2L(\gamma-\ln2)-\frac2L(\gamma+\ln2)=-\frac{4\ln2}{L}.$$
The direct alternating sum agrees: neighbours at multiples of $L/2$ give $-(4/L)(1-\frac12+\frac13-\cdots)$. For $L=4$ Å this is $-9.9811$ eV, or $-0.36680$ hartree, per cell. The zigzag chain at $\rho=0.01$ Å has $-9.9809$ eV, so the energy passes smoothly to the straight limit while the number of Bessel terms grows without bound. The numerical output below gives the intermediate distances.

## Computed values

```
Coulomb constant: 14.399645 eV angstrom
period L: 4.0 angstrom; axial separation: 2.0 angstrom
tolerance: 1e-06 eV
largest series-minus-image-sum error: 5.3e-11 eV
self term: -0.834686 eV
three-charge cell, image sum: -29.146775 eV
three-charge cell, Lekner: -29.146775 eV
straight chain energy per cell: -9.981074 eV
straight chain energy per cell: -0.366798 hartree
zigzag chain: rho (angstrom), line part, Bessel part, G, U (eV)
 4.00   -0.000000   -0.013181  -0.013181   -0.821505
 2.00    4.990537   -0.412168   4.578369   -5.413056
 1.00    9.981074   -2.446640   7.534433   -8.369120
 0.50   14.971610   -6.278375   8.693235   -9.527922
 0.10   26.559278  -17.431789   9.127489   -9.962176
 0.05   31.549815  -22.408159   9.141656   -9.976343
 0.01   43.137483  -33.991285   9.146198   -9.980884
X solving K0(X) = tolerance*L/2: 14.6644
predicted limit of terms*rho: 9.3356 angstrom
midway: rho (angstrom), terms needed, estimate, terms*rho (angstrom)
 4.00      2      1.83    8.000
 2.00      4      4.17    8.000
 1.00      9      8.84    9.000
 0.50     19     18.17    9.500
 0.10     93     92.86    9.300
 0.05    187    186.21    9.350
 0.01    934    933.06    9.340
beside a charge (z=0): rho (angstrom), terms needed
 1.00      9
 0.10    109
 0.01   1232
z=0, 10 terms, rho=1e-05 angstrom: error*rho = 0.99897
midway, 10 Bessel terms: rho (angstrom), error (eV)
 1.0000  1.126541e-07
 0.1000  1.263763e+00
 0.0100  1.394519e+01
 0.0010  3.038293e+01
 0.0001  4.695862e+01
predicted error growth per decade: 16.5782 eV
near-axis expansion, midway: rho (angstrom), powers of rho^2 needed
 1.00    9
 0.50    5
 0.10    2
 0.01    1
```
